# Disorder scattering and long-range order in a stoichiometric binary superlattice, part 2

The problem is how the residual resistivity $\rho(S)$ of a stoichiometric binary superlattice depends on the order parameter $S=p_\alpha-p_\beta$. Hartree atomic units are used, and phonons are left out. The law

$$\rho(S)=\rho(0)\,(1-S^2)$$

holds to lowest Born order under four conditions:

1. Site occupations are independent once the sublattice means are given.
2. Exchanging the species changes the potential by a fixed function centred on the site.
3. Electrons scatter equally strongly from both sublattices.
4. Carrier density, mass and Fermi surface do not change with order.

Of the $N$ sites $\mathbf R_j$, with volume $\Omega$ per atom, a fraction $\nu$ forms sublattice $\alpha$ and the rest $\beta$. An A atom on site $j$ means $n_j=1$, a B atom $n_j=0$. The mean $p_j$ of $n_j$ is $p_\alpha$ or $p_\beta$:

$$p_\beta=\nu(1-S),\qquad p_\alpha=\nu(1-S)+S=\nu+(1-\nu)S .$$

With $\Delta v=v_A-v_B$, the difference of the atomic potentials, the total potential is a periodic average $\overline V$, whose superlattice Bragg amplitudes grow with $S$, plus the fluctuation

$$\delta V(\mathbf r)=\sum_j(n_j-p_j)\,\Delta v(\mathbf r-\mathbf R_j).$$

Between plane waves $\mathbf k$ and $\mathbf k'$, with $\mathbf q=\mathbf k'-\mathbf k$, it gives

$$\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle=\frac{|u(\mathbf q)|^2}{N^2\Omega^2}\sum_{i,j}\left\langle(n_i-p_i)(n_j-p_j)\right\rangle e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} ,$$

$$u(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\,\Delta v(\mathbf r)\,d^3r .$$

For independent occupations the terms with $i\ne j$ vanish, which leaves the mean variance of the site occupations,

$$X=\nu p_\alpha(1-p_\alpha)+(1-\nu)p_\beta(1-p_\beta).$$

Its two sublattice terms are

$$\nu p_\alpha(1-p_\alpha)=\nu(1-\nu)(1-S)\left[\nu+(1-\nu)S\right],$$

$$(1-\nu)p_\beta(1-p_\beta)=\nu(1-\nu)(1-S)\left[1-\nu+\nu S\right],$$

and they add to

$$X=\nu(1-\nu)(1-S)(1+S)=\nu(1-\nu)(1-S^2).$$

For an AB$_3$ superlattice $\nu=1/4$, so the fully disordered crystal has $X=0.1875$.

## Resistivity and the limits of the law

The first half considered a crystal with a fraction $\nu$ of $\alpha$ sites, the same fraction of A atoms, and the order parameter $S=p_\alpha-p_\beta$, where $p_\alpha$ and $p_\beta$ are the probabilities of an A atom on the two kinds of site. With $N$ atoms of volume $\Omega$ each, and with $u(\mathbf q)$ the Fourier transform of the potential difference $\Delta v$ between an A and a B atom, the mean squared matrix element between plane waves is

$$\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle=\frac{|u(\mathbf q)|^2}{N\Omega^2}X,\qquad X=\nu(1-\nu)(1-S^2),$$

with $\mathbf q=\mathbf k'-\mathbf k$. The resistivity follows from this. The golden rule gives the rate from $\mathbf k$ to $\mathbf k'$ as

$$W_{\mathbf k'\mathbf k}=2\pi\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle\delta\!\left(\tfrac12k^2-\tfrac12k'^2\right).$$

A weak electric field displaces the electron distribution. For free electrons and elastic scattering, the change of occupation at the Fermi surface has the form $g(\mathbf k)=\mathbf a\cdot\mathbf k$ with a constant vector $\mathbf a$. Collisions change it at the rate $-\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}[g(\mathbf k)-g(\mathbf k')]$. For a spherical $\Delta v$ the rate depends on the scattering angle alone. Averaging $\mathbf k'$ over directions around $\mathbf k$ then leaves $\mu\mathbf k$, where $\mu$ is the cosine of that angle. The distribution therefore relaxes at the rate

$$\frac1{\tau}=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}(1-\mu).$$

The factor $1-\mu$ expresses that forward scattering does not reduce the current. Scattering conserves spin, so the sum runs over one spin direction and becomes $N\Omega\int d^3k'/(2\pi)^3$. The delta function gives $\int k'^2\,\delta(\tfrac12k_F^2-\tfrac12k'^2)\,dk'=k_F$ at the Fermi wave number $k_F$, and the azimuth gives $2\pi$. Collecting factors,

$$\frac1\tau=2\pi\,\frac{X}{N\Omega^2}\,\frac{N\Omega}{8\pi^3}\,2\pi k_F\,A=\frac{Xk_F}{2\pi\Omega}\,A,$$

$$A=\int_{-1}^{1}(1-\mu)\,|u(q)|^2\,d\mu,\qquad q^2=2k_F^2(1-\mu).$$

In a field of magnitude $E$ the mean momentum gained between collisions is $E\tau$. With unit mass and charge, and $n$ electrons per volume, the current density is $n\tau E$. Hence

$$\rho=\frac1{n\tau}=\frac{k_FA}{2\pi n\Omega}\,\nu(1-\nu)(1-S^2).$$

Everything in front of the order factor is independent of $S$ under the stated conditions. The proportionality does not depend on the shape of $\Delta v$, which fixes just the size of $\rho(0)$.

For a numerical example let the difference be a screened attraction, $\Delta v(r)=-\zeta e^{-\kappa r}/r$. Integrating over angles gives

$$u(q)=-\frac{4\pi\zeta}{q}\int_0^\infty\sin(qr)\,e^{-\kappa r}\,dr=-\frac{4\pi\zeta}{q^2+\kappa^2},$$

since the integral is the imaginary part of $1/(\kappa-iq)$, which is $q/(\kappa^2+q^2)$. In $A$ the substitution $s=2k_F^2(1-\mu)+\kappa^2$ gives $1-\mu=(s-\kappa^2)/2k_F^2$ and $d\mu=-ds/2k_F^2$. With $b=4k_F^2/\kappa^2$,

$$A=\frac{(4\pi\zeta)^2}{4k_F^4}\int_{\kappa^2}^{\kappa^2+4k_F^2}\left(\frac1s-\frac{\kappa^2}{s^2}\right)ds=\frac{(4\pi\zeta)^2}{4k_F^4}\left[\ln(1+b)-\frac b{1+b}\right].$$

Take a model AB$_3$ superlattice on a face-centred cubic parent lattice, with A on the cube corners and B on the face centres. The parameters are round numbers and do not describe a particular material: cubic edge 7 bohr, one conduction electron per atom, $\zeta=0.2$ hartree bohr and $\kappa=1$ bohr$^{-1}$. The cube holds four atoms, so $\Omega=343/4=85.75$ bohr$^3$ and $n=1/\Omega=0.01166$ bohr$^{-3}$. The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=0.7016$ bohr$^{-1}$, which gives $b=1.969$ and

$$A=\frac{6.317}{0.9690}\,(1.088-0.663)=2.77$$

in atomic units. Without order, $X=0.1875$, and

$$\frac1\tau=\frac{0.1875\times0.7016}{2\pi\times85.75}\times2.77=6.76\times10^{-4}.$$

The mean free path $k_F\tau$ is about 1040 bohr, and its product with $k_F$ is about 730. The electron thus travels many wavelengths between collisions, as a description by nearly free plane waves requires. The resistivity is $\rho(0)=6.76\times10^{-4}/0.01166=0.0580$ atomic units. One atomic unit of resistivity, $\hbar a_0/e^2$ with $a_0$ the bohr, is $21.74\ \mu\Omega\,$cm, so $\rho(0)=1.26\ \mu\Omega\,$cm. The law then gives $0.95$, $0.45$ and $0.24\ \mu\Omega\,$cm at $S=0.5$, $0.8$ and $0.9$, and zero at $S=1$. These values keep the free-electron Fermi sphere at every $S$, as the fourth condition demands. In this model that is an idealization: the nearest superlattice planes lie at $\pi/7=0.449$ bohr$^{-1}$ from the origin and cut the sphere, so the gaps that open there with growing $S$ would change the resistivity further. Even at $S=0.9$, 19 per cent of the disorder resistivity remains.

The role of the order factor can also be seen in a model solved without the Born approximation. Consider a chain with unit hopping,

$$\psi_{m+1}+\psi_{m-1}+\varepsilon_m\psi_m=2\cos k\;\psi_m,\qquad \varepsilon_m=\Delta(n_m-\nu),$$

in which every fourth site belongs to $\alpha$ and $\nu=1/4$. Here $\Delta$ is the difference in site energy between A and B atoms. In one dimension disorder makes the solutions grow exponentially along the chain, and the growth rate measures backscattering.

Its Born value follows from one perturbed site, with energy $\varepsilon$ at $m=0$. Let the wave be $e^{ikm}+re^{-ikm}$ on the left and $te^{ikm}$ on the right. Continuity at the site gives $1+r=t$, and the equation at $m=0$ then gives

$$t=\frac{2i\sin k}{2i\sin k+\varepsilon},\qquad |r|^2=\frac{\varepsilon^2}{4\sin^2k+\varepsilon^2}\approx\frac{\varepsilon^2}{4\sin^2k}.$$

When two scatterers follow each other, the transmitted intensity is $T_1T_2/|1-z e^{i\varphi}|^2$, where $|z|<1$ is the product of the reflection moduli and $\varphi$ the phase of a round trip. The average of $\ln|1-ze^{i\varphi}|^2$ over all phases is zero, as its expansion in powers of $e^{\pm i\varphi}$ has no constant term. Mean logarithms of transmission therefore add when the phases are evenly spread, and each site lowers the logarithm by $|r|^2$. The periodic mean of $\varepsilon_m$ causes no growth outside its gaps, so the variance $X\Delta^2$ of the fluctuations takes the place of $\varepsilon^2$. Amplitudes grow at half the rate at which intensities decay. Away from the gaps, from the band centre $k=\pi/2$, where the phases are not evenly spread, and from the band edges, where $\sin k$ is small and a single site no longer reflects weakly, this gives

$$\gamma=\frac{X\Delta^2}{8\sin^2k}.$$

For $k=1.1$, which lies between the gaps at $\pi/4$ and $\pi/2$, and $\Delta=0.1$, the recursion was iterated over 2000 sites for 20,000 random chains with random initial phases. The results for both signs of $\Delta$ were averaged, which removes terms of odd order in $\Delta$. The growth rates are $2.94$, $2.21$ and $1.07$ in units of $10^{-4}$ per site at $S=0$, $0.5$ and $0.8$. The Born values are $2.95$, $2.21$ and $1.06$, so the two agree within the sampling error of about one per cent. At $S=1$ the computed rate is less than a thousandth of that at $S=0$. There the chain is periodic and its waves stay bounded, so the small remainder is an effect of finite length.

The law can change when the electrons weigh the sublattices differently. In an ordered crystal the Bloch states may have more density on one sublattice. As a simple model, let the squared matrix elements of the two kinds of site be multiplied by constants $w_\alpha$ and $w_\beta$ that do not depend on $S$. Their common scale cancels in ratios and is chosen so that $\nu w_\alpha+(1-\nu)w_\beta=1$. The two sublattice terms of $X$ then give

$$X_w=\nu(1-\nu)(1-S)\left\{w_\alpha[\nu+(1-\nu)S]+w_\beta[1-\nu+\nu S]\right\}.$$

By the normalization, the terms without $S$ in the braces add to one. The coefficient of $S$ is $(1-\nu)w_\alpha+\nu w_\beta$. Subtracting the normalization from it leaves $(1-2\nu)(w_\alpha-w_\beta)$, so

$$X_w=\nu(1-\nu)(1-S)\left\{1+S\left[1+(1-2\nu)(w_\alpha-w_\beta)\right]\right\}.$$

For $\nu=1/2$ the factor $1-S^2$ survives unequal weights, provided they stay constant. For $\nu=1/4$ with $w_\alpha=2$ and $w_\beta=2/3$, the ratio of scattering at $S=0.8$ to that at $S=0$ is $0.2\times(1+0.8\times1.667)=0.467$ instead of $0.36$. In a real crystal the weights themselves, the carrier density and the velocities can change with order, since the Bragg components of the average potential grow with $S$. Weights that arise from the order itself are equal at $S=0$, where all sites of the parent lattice have the same average potential, and they separate as $S$ grows. Their mean can change as well, so the factor $1-S^2$ need not survive even for $\nu=1/2$. The measured ratio $\rho(S)/\rho(0)$ then contains these changes as well.

Short-range order is a separate matter, because it can be present when $S=0$. If neighbouring occupations are correlated, the terms with $i\ne j$ no longer vanish, and $X$ is replaced by a function $X(\mathbf q)$ in the scattering rate. In a crystal this function also depends on the direction of $\mathbf q$, so it can be placed inside the integral $A$ only as an approximation, after an average over directions. A ring of sites shows the effect. Let $n_j=(1+\sigma_j)/2$ with $\sigma_j=\pm1$, and let each configuration have a weight $\exp(K\sum_j\sigma_j\sigma_{j+1})$. Every site then holds an A atom with probability one half. There is no long-range order, because at finite $K$ the correlations found below die out with distance. On a long ring the products of neighbouring $\sigma$ are independent, each with mean $t=\tanh K$. The correlation at distance $d$ is therefore $t^d$, and summing the geometric series gives

$$X(q)=\frac14\left[1+2\sum_{d=1}^{\infty}t^d\cos qd\right]=\frac14\,\frac{1-t^2}{1+t^2-2t\cos q}.$$

For $K=-0.3$, which favours unlike neighbours, $X$ is $0.144$ at $q=30^\circ$ per site and $0.394$ at $150^\circ$. Independent occupations would give $0.25$ at both. The average over all $q$ stays at $0.25$, because the cosines average to zero. Short-range order thus redistributes the scattering over $q$. Whether the resistivity rises or falls depends on where $(1-\mu)|u(q)|^2$ is large.

The last limit is the Born approximation itself. Relative to the average crystal, an A atom on a site with mean occupation $p$ has the extra potential $(1-p)\Delta v$, and a B atom has $-p\Delta v$. The scattering from a potential $\lambda\Delta v$ has a Born part proportional to $\lambda^2$ and a first correction proportional to $\lambda^3$. The average of $\lambda^2$ is $p(1-p)^2+(1-p)p^2=p(1-p)$, as before. The average of $\lambda^3$ is

$$p(1-p)^3-(1-p)p^3=p(1-p)(1-2p).$$

To sum this over the sublattices, each of the two terms of $X$ is multiplied by its own $1-2p$. Here $1-2p_\alpha=1-2\nu-2(1-\nu)S$ and $1-2p_\beta=1-2\nu+2\nu S$. With the common factor $\nu(1-\nu)(1-S)$ taken out, there remains

$$(1-2\nu)(1+S)-2(1-\nu)S[\nu+(1-\nu)S]+2\nu S[1-\nu+\nu S].$$

The terms $\mp2\nu(1-\nu)S$ cancel, and $2\nu^2-2(1-\nu)^2=-2(1-2\nu)$ multiplies $S^2$. Since $1+S-2S^2=(1-S)(1+2S)$, the third-order factor for plane waves scattered by the fluctuation alone is

$$X_3=\nu(1-\nu)(1-2\nu)(1-S)^2(1+2S).$$

It vanishes for $\nu=1/2$. For $\nu=1/4$ it falls with order faster than $X$: at $S=0.8$ it is $0.04\times2.6=0.104$ of its value without order, against $0.36$ for the Born term.

This is not the whole third order. The periodic part $(p-\nu)\Delta v$ of the average potential mixes the plane waves at first order in $S\Delta v$ and so changes the weights of the two sublattices. Summing $(p-\nu)\,p(1-p)$ over the sublattices shows that this adds a term proportional to $\nu(1-\nu)(1-2\nu)S^2(1-S)$, which is of the same order in $\Delta v$ and also vanishes for $\nu=1/2$. If only the mean potential on the scattering site itself is kept, an A atom carries $(1-\nu)\Delta v$ and a B atom $-\nu\Delta v$ at every $S$. The diffuse scattering of a site is then $p(1-p)|f_A-f_B|^2$ with amplitudes $f_A$ and $f_B$ that do not depend on $S$. The third-order factor becomes $X_3+2\nu(1-\nu)(1-2\nu)S^2(1-S)=(1-2\nu)X$, and the factor $1-S^2$ is restored. The mean potentials of the other sites modify this term by an amount that depends on the lattice.

The size of the part described by $X_3$ was estimated for the example by solving the radial integral equation for the partial waves $l=0$ to $10$ at $k_F$. The phase shifts give the cross section weighted with $1-\mu$ for each kind of atom in the average crystal, and these were averaged over the occupations. Multiple scattering between sites is left out, and so is the mixing of the plane waves by the periodic mean potential. The scattering by the mean amplitude of each sublattice, which is periodic and causes no resistance, is not subtracted. It is of fourth order in $\Delta v$, and subtracting it would change the scattering strengths and their ratios below by less than one per cent of their values. At $S=0$ the scattering is 13 per cent above its Born value. The ratio of scattering at $S=0.8$ to that at $S=0$ is $0.337$ instead of $0.360$. With $\zeta$ reduced to $0.05$ it is $0.353$. The ratio lies below the Born value because the third-order term enhances the scattering from this attractive difference, and loses more of its strength on ordering than the Born term does. These ratios are not those of the ordered crystal: the omitted mixing term is of the same order, and its on-site part brings the ratio back to $1-S^2$.
